Newns-Anderson Width and Ion Survival in Resonant Neutralization near a Metal, part 1

(Sections cited here and not found follow in the second part.)

## First half: the width of the ion level

**The problem.** A slow positive ion near a metal wall can capture an electron by tunnelling if its empty valence level lies opposite filled states of the metal. This is resonant neutralization. Two quantities are wanted: the energy width that the level acquires at a given distance from the metal, and the probability that a moving ion escapes capture.

The metal fills the half-space s < 0, where s is the electron coordinate along the surface normal. Its potential is −V0 inside and zero outside, with a sharp step. The ion core sits at s = z > 0 and binds one s orbital with energy −κ²/2. Its attraction has a range much shorter than 1/κ. Atomic units are used (ħ = mₑ = e = 1), ħ is restored in the main results, and energies are measured from the vacuum level. It is convenient to define

Q² = 2V0.

The level lies inside the band, so κ < Q. The image potential, the long-range attraction of a real ion core and Auger capture are left out. The results therefore belong to this model and are not predictions for a particular atom.

**(a) One level is coupled to a continuum of metal states. How does its amplitude decay, and what defines its width?**

**Solution.** For one spin direction the Newns-Anderson Hamiltonian is

H = ε_a n_a + Σ_k ε_k n_k + Σ_k (V_k c_a†c_k + V_k* c_k†c_a).

Here a labels the ion orbital, k the metal states, and V_k is the hopping. Since H is quadratic, one-electron amplitudes suffice. The resolvent G = (E − H)⁻¹ obeys (E − H)G = 1. Its matrix elements between a and a, and between k and a, give

(E − ε_a) G_aa − Σ_k V_k G_ka = 1,

(E − ε_k) G_ka − V_k* G_aa = 0.

The second equation gives G_ka = V_k* G_aa/(E − ε_k). Inserting this in the first,

G_aa(E) = 1 / [E − ε_a − Σ_k |V_k|²/(E − ε_k)].

For evolution forward in time, E is replaced by ε + i0. The identity 1/(x + i0) = P(1/x) − iπδ(x), with P the principal value, splits the sum into a real and an imaginary part:

Σ_k |V_k|²/(ε + i0 − ε_k) = Λ(ε) − iΓ(ε)/2,

Γ(ε) = 2π Σ_k |V_k|² δ(ε − ε_k).

If Λ and Γ hardly change over an energy range Γ around the level, G_aa has a single pole at ε_a + Λ − iΓ/2. The amplitude then decays as exp[−Γt/(2ħ)] and the probability as exp(−Γt/ħ). Thus Γ is the full width at half maximum of the level, and Γ/ħ is a rate. The half-width Δ = Γ/2 is also in use; confusing the two would double or halve every exponent below.

The delta function requires a continuum. A finite piece of metal has discrete levels and would return the electron, for evenly spaced levels after a time of about 2πħ divided by the spacing.

**(b) What is the ion orbital outside its core, and how does it look when resolved into waves along the surface?**

**Solution.** Outside the core the electron is free, with energy −κ²/2. The decaying s-wave solution is φ = N exp(−κr)/r, where r is the distance from the core. For a core of negligible size, normalization gives

1 = 4πN² ∫₀^∞ exp(−2κr) dr = 2πN²/κ,

so that

N = √(κ/2π).

The metal surface is uniform, so the momentum K along it is conserved. We therefore need the transform of exp(−κr)/r over the parallel position R. This function satisfies

(−∇² + κ²) exp(−κr)/r = 4π δ³(r).

Transforming over R replaces −∇² by K² − d²/ds². With

q² = κ² + K²,

the transform F(s) obeys

−F″ + q²F = 4π δ(s − z).

Its decaying solution is F = C exp(−q|s − z|). The slope changes by −2qC at s = z, while the equation demands a change of −4π. Hence C = 2π/q, and the transformed orbital is

φ_K(s) = N (2π/q) exp(−q|s − z|).

Each parallel momentum has its own decay constant q ≥ κ. Motion along the surface takes up kinetic energy and makes the barrier effectively higher for the motion across it.

**(c) What is the hopping between this orbital and a metal state of the same energy?**

**Solution.** We first need the operator that causes the transfer, because the orbital and the metal states are not orthogonal. The electron Hamiltonian is

h = −½∇² + U_metal + U_core.

The orbital solves the problem without U_metal, so hφ = (ε_a + U_metal)φ with ε_a = −κ²/2. Write the wave function as

Ψ = A φ exp(−iε_a t) + Σ_k B_k ψ_k exp(−iε_k t),

where ψ_k are the states of the metal without the ion. Start from A = 1, B_k = 0, and project the Schrödinger equation on ψ_k. To lowest order in the tunnelling amplitude,

i dB_k/dt = ⟨ψ_k|U_metal|φ⟩ exp[i(ε_k − ε_a)t].

The overlap enters through (dA/dt)⟨ψ_k|φ⟩. Both factors are small, so this term is of higher order. The hopping is thus V_k = ⟨ψ_k|U_metal|φ⟩, up to complex conjugation, and the width needs it at ε_k = ε_a.

Let the metal have area 𝒜 and thickness L. A metal state is exp(iK·R)χ(s)/√𝒜, with

χ = √(2/L) sin(ks + δ) for s < 0,

χ = √(2/L) sin δ · exp(−ps) for s > 0.

The tail outside changes the normalization by a relative amount of order 1/L, which vanishes for a thick metal. The energy, written inside and outside, is

K²/2 + k²/2 − V0 = K²/2 − p²/2,

so k² + p² = Q². At the energy −κ²/2 the right side gives p² = κ² + K² = q². On the energy shell the metal state and the orbital therefore decay with the same constant q. Continuity of the slope at s = 0 requires

k cos δ = −q sin δ.

Squaring and using cos²δ = 1 − sin²δ gives sin²δ = k²/(k² + q²) = k²/Q².

Since U_metal = −V0 for s < 0 and zero elsewhere, the matrix element is

V_k = −V0 N (2π/q) √(2/(𝒜L)) exp(−qz) I,

I = ∫₋∞⁰ sin(ks + δ) exp(qs) ds.

The integral is the imaginary part of exp(iδ)/(q + ik):

I = (q sin δ − k cos δ)/(q² + k²) = 2q sin δ/Q².

The last step used the slope condition. With V0 = Q²/2 the factors Q² and q cancel. Since 2πN = √(2πκ),

V_k = −√(2πκ) √(2/(𝒜L)) sin δ · exp(−qz).

Apart from a phase, this is −√(2πκ) times the metal wave function at the ion. Direct numerical integration of the metal potential between the two functions, for three values of K, agrees with this formula to a relative 2 × 10⁻¹¹.

**(d) Sum over the metal states. What is the width at distance z, and how nearly exponential is it?**

**Solution.** From part (c),

|V_k|² = 4πκ k² exp(−2qz)/(𝒜L Q²).

Parallel momenta have density 𝒜/(2π)², and standing waves in a thickness L are spaced by π/L in k. Therefore

Σ_k → 𝒜 ∫ d²K/(2π)² · (L/π) ∫₀^∞ dk.

The derivative of the energy with respect to k is k, so the integral over the energy delta function gives 1/k. With d²K = 2πK dK,

Γ = 2π · 𝒜 ∫ K dK/(2π) · (L/π)(1/k) · 4πκ k² exp(−2qz)/(𝒜L Q²).

The area and the thickness cancel, and the numerical factors combine to 4κ/Q². From q² = κ² + K² follows K dK = q dq. The range starts at K = 0, where q = κ, and ends at k = 0, where q = Q:

Γ(z) = (4κ/Q²) ∫_κ^Q q √(Q² − q²) exp(−2qz) dq.

At large z the exponential confines the integral to a range of about 1/(2z) above q = κ. The smooth factor may then be taken at its lower limit, and the remaining integral is exp(−2κz)/(2z). With k₀² = Q² − κ²,

Γ(z) → κ²k₀ exp(−2κz)/(V0 z).

The exponential is the factor by which the electron density of a metal state with K = 0 falls between the surface and the ion. The factor 1/z arises because a more distant ion is reached by a narrower bundle of parallel momenta. The width is thus not a pure exponential. Its local decay constant is

a(z) = −d ln Γ/dz = 2⟨q⟩,

where the average is taken with the integrand of Γ as weight. It lies between 2κ and 2Q. Differentiating once more gives da/dz = −4(⟨q²⟩ − ⟨q⟩²), which is negative, so a falls as the ion recedes. In the far form it is 2κ + 1/z.

Take V0 = 12 eV, a level 6 eV below vacuum, and z = 3 bohr (1.59 Å). Then κ = k₀ = 0.664 bohr⁻¹ and V0 = 0.441 hartree. The far form gives

0.664³ × exp(−3.98)/(0.441 × 3) ≈ 0.0041 hartree,

whereas the full integral gives Γ = 0.00295 hartree = 0.080 eV, which is 0.72 of the far form. The main reason is the upper limit of the integral. The far form extends the integral from Q to infinity, but at 3 bohr the exponential has not died out at q = Q. If the smooth factor f(q) = q√(Q² − q²) is held at its value for q = κ, the true limit multiplies the far form by

1 − exp[−2(Q − κ)z] = 1 − exp(−1.65) ≈ 0.81.

The rest comes from f itself. Since f² = Q²q² − q⁴ is largest at q² = Q²/2, which here equals κ², f falls from its maximum at q = κ to zero at q = Q and lowers the integral further. At 40 bohr the full width is 0.9985 of the far form. This close agreement is special to the example, where f′(κ) = 0. In general the leading relative correction is f′(κ)/[2z f(κ)] = (1/κ − κ/k₀²)/(2z), which falls only as 1/z; for a level 9 eV below vacuum the ratio at 40 bohr is 0.96.

The local decay constant at 3 bohr is a = 1.51 bohr⁻¹, compared with 2κ = 1.33 bohr⁻¹.

**(e) Can the width be found without a hopping matrix element?**

**Solution.** Yes, from the complex energy of the decaying state of ion and metal together. Let this energy be E = −κ′²/2, with complex κ′. A core of negligible range acts through a boundary condition. The isolated orbital behaves as 1/r − κ near the core, and the core imposes this same ratio of the two terms when the metal is present.

The wave function outside the core is exp(−κ′r)/r plus the wave reflected by the metal. By part (b), with κ′ in place of κ, the component K reaches the surface with amplitude (2π/q)exp(−qz). Between surface and ion it has the form exp(qs) + ρ exp(−qs). Inside the metal the electron leaves towards negative s, as exp(−iks). Matching the ratio of slope to value at s = 0 gives

q(1 − ρ)/(1 + ρ) = −ik,

and hence

ρ = (q + ik)/(q − ik) = (q + ik)²/Q².

For q > Q the wave decays in the metal, and k = i√(q² − Q²). The reflected wave at the ion is

∫ d²K/(2π)² · (2π/q) ρ exp(−2qz) = ∫_κ′^∞ ρ(q) exp(−2qz) dq.

Near the core the direct wave is 1/r − κ′. The boundary condition becomes

−κ′ + ∫_κ′^∞ ρ(q) exp(−2qz) dq = −κ,

κ′ = κ + ∫_κ′^∞ ρ(q) exp(−2qz) dq.

The path of integration runs from κ′ to Q and then along the real axis, which keeps the outgoing wave in the metal. To lowest order κ′ is replaced by κ under the integral. For q < Q the imaginary part of ρ is 2qk/Q²; for q > Q it is zero. Since Γ = −2 Im E and Im E ≈ −κ Im κ′,

Γ = 2κ ∫_κ^Q (2qk/Q²) exp(−2qz) dq.

This is the width of part (d), reached by another road. Solving the pole condition without the lowest-order step shows the error of that step. The ratio of the pole width to the derived width is 0.992 at 3 bohr and 0.9999 at 6 bohr. The expansion parameter exp(−2κz) is 0.019 and 0.0003 at these distances. Close to contact it is no longer small, and the width formula loses its basis.

## Second half: survival of the moving ion

**Symbols and results carried over.** The ion is at distance z from a metal of well depth V0 = Q²/2, and its empty level has energy ε_a = −κ²/2. Atomic units are used. The full width is

Γ(z) = ∫_κ^Q w(q) exp(−2qz) dq,

w(q) = (4κ/Q²) q √(Q² − q²).

Each q belongs to one magnitude of parallel momentum, and the hopping in that channel varies as exp(−qz). The local decay constant is a = −d ln Γ/dz. In the example V0 = 12 eV, the level is at −6 eV, and at z0 = 3 bohr the width is 0.00295 hartree = 0.080 eV with a = 1.51 bohr⁻¹.

**(f) The ion follows a given path z(t). What becomes of an amplitude that starts on its level?**

This part has derived the full width Γ(z) of the ion level in the step model, first from the hopping and then from the complex energy of the decaying state. It remains to answer question (f) and to find the probability that a moving ion escapes capture.

Numbers in the example were calculated in double precision.
